\section*{Melt Depth under a Hot Surface: The One-Phase Stefan Problem, part 1}

(Sections cited here and not found follow in the second part.)

\section{From heat flow to the melt-depth condition}

A thick solid fills the half-space $x>0$ and is everywhere at its melting temperature $T_m$. At time $t=0$ its surface $x=0$ is brought to a higher temperature $T_s$ and held there. A layer of melt forms and thickens. At time $t$ it occupies $0<x<s(t)$, and the solid occupies $x>s(t)$. The problem is to find $s(t)$.

The liquid has constant thermal conductivity $k$, density $\rho$ and specific heat $c$. Melting a unit mass at $T_m$ takes the latent heat $L$. The overheat of the surface is $\Delta T=T_s-T_m>0$. The following assumptions hold unless a part says otherwise.

\begin{itemize}
\item Heat flows along $x$ alone, by Fourier conduction, and no heat is released inside the material.
\item Solid and liquid have the same density, so the liquid does not move as the solid melts.
\item The boundary between solid and liquid is a sharp plane, the front, and its temperature is $T_m$ however fast it moves.
\end{itemize}

\subsection*{(a) The equations of the melt and of the front}

Write down the equation obeyed by the temperature $T(x,t)$ in the melt, with its boundary conditions. Then use conservation of energy to find the speed of the front.

\textit{Solution.} The heat flux, counted positive toward increasing $x$, is $q=-k\,\partial T/\partial x$. A fixed slice of melt between $x$ and $x+dx$ gains energy at the rate $q(x)-q(x+dx)=-(\partial q/\partial x)\,dx$ per unit area. This gain raises its temperature, so it equals $\rho c\,(\partial T/\partial t)\,dx$. Inserting Fourier's law and dividing by $\rho c\,dx$ gives
\begin{equation}
\frac{\partial T}{\partial t}=\alpha\frac{\partial^2T}{\partial x^2},\qquad 0<x<s(t),\qquad \alpha=\frac{k}{\rho c},
\label{heat}
\end{equation}
where $\alpha$ is the thermal diffusivity of the liquid. The conditions at the two ends of the melt, and at the start, are
\begin{equation}
T(0,t)=T_s,\qquad T(s(t),t)=T_m,\qquad s(0)=0 .
\label{bc}
\end{equation}

The solid starts at $T_m$ and touches the front, which is also at $T_m$. The uniform temperature $T_m$ therefore satisfies the heat equation in the solid together with its initial and boundary conditions. There is no temperature gradient in the solid and no heat flows through it.

Equations (\ref{heat}) and (\ref{bc}) do not yet determine the motion, because the position of the right-hand boundary is itself unknown. The missing relation is the energy balance of the front. During $dt$ the front advances by $ds$ and a mass $\rho\,ds$ per unit area melts, which takes the energy $\rho L\,ds$. The heat that reaches the front from the melt in this time is $-k\,(\partial T/\partial x)\,dt$, with the gradient taken on the liquid side. None of it passes on into the solid. The new liquid is at $T_m$ to within an amount proportional to $ds$, so the heat needed to warm it is of order $ds^2$ and drops out as $dt\to0$. Hence
\begin{equation}
\rho L\,\frac{ds}{dt}=-k\left.\frac{\partial T}{\partial x}\right|_{x=s^-}.
\label{stefan}
\end{equation}
The temperature falls from $T_s$ at the surface to $T_m$ at the front, so the gradient is negative, the right-hand side is positive, and the melt thickens. Equation (\ref{stefan}) is called the Stefan condition.

\subsection*{(b) How the depth depends on time}

Show that stretching lengths by one factor and times by its square turns a solution of (a) into another solution with the same data. Deduce the time dependence of $s$, and reduce the heat equation to an ordinary differential equation.

\textit{Solution.} Let $T(x,t)$ and $s(t)$ be a solution, and let $b$ be any positive number. Define
\begin{equation}
\tilde T(x,t)=T(bx,b^2t),\qquad \tilde s(t)=\frac{s(b^2t)}{b}.
\end{equation}
Each equation can be checked in turn. A time derivative of $\tilde T$ brings out a factor $b^2$, and so do two space derivatives, so the heat equation still holds. At the surface $\tilde T(0,t)=T(0,b^2t)=T_s$. At the new front $\tilde T(\tilde s(t),t)=T(s(b^2t),b^2t)=T_m$. In the Stefan condition, $d\tilde s/dt$ is $b$ times the old front speed at time $b^2t$, and $\partial\tilde T/\partial x$ is $b$ times the old gradient, so the two factors cancel. Finally $\tilde s(0)=0$.

The new functions thus solve the same problem with the same $T_s$ and $T_m$. We take it that the data determine the evolution. Then the new solution is the old one, and $s(b^2t)=b\,s(t)$ for every $b$. Choosing a reference time $t_0$ and $b=\sqrt{t/t_0}$ gives $s(t)=s(t_0)\sqrt{t/t_0}$. The depth grows as the square root of time. The physical root of this law is that the data enter the problem only through $\alpha$ and the pure number $c\,\Delta T/L$, as dividing (\ref{stefan}) by $\rho L$ shows. No length and no time can be formed from these two, and the one length that can be formed from $\alpha$ and $t$ is proportional to $\sqrt{\alpha t}$. We therefore write
\begin{equation}
s(t)=2\lambda\sqrt{\alpha t},
\label{depth}
\end{equation}
with a pure number $\lambda>0$ still to be found. The factor 2 is a convention that simplifies what follows.

By the same argument $T(bx,b^2t)=T(x,t)$, so the temperature depends on $x$ and $t$ through $x/\sqrt t$ alone. Define
\begin{equation}
\eta=\frac{x}{2\sqrt{\alpha t}},\qquad \theta(\eta)=\frac{T-T_m}{\Delta T}.
\end{equation}
The surface is at $\eta=0$ and the front at $\eta=\lambda$. The derivatives of $\eta$ are
\begin{equation}
\frac{\partial\eta}{\partial t}=-\frac{x}{4\sqrt{\alpha}\,t^{3/2}}=-\frac{\eta}{2t},\qquad
\frac{\partial\eta}{\partial x}=\frac{1}{2\sqrt{\alpha t}} .
\end{equation}
With a prime for $d/d\eta$, the chain rule gives
\begin{equation}
\frac{\partial T}{\partial t}=-\Delta T\,\frac{\eta}{2t}\,\theta',\qquad
\alpha\frac{\partial^2T}{\partial x^2}=\alpha\,\Delta T\,\frac{\theta''}{4\alpha t}=\Delta T\,\frac{\theta''}{4t}.
\end{equation}
Setting the two equal and multiplying by $4t/\Delta T$ gives
\begin{equation}
\theta''+2\eta\,\theta'=0,\qquad \theta(0)=1,\qquad \theta(\lambda)=0 .
\label{ode}
\end{equation}

The Stefan condition must be written in the same variables. From (\ref{depth}), $ds/dt=\lambda\sqrt{\alpha/t}$, and the gradient at the front is $\Delta T\,\theta'(\lambda)/(2\sqrt{\alpha t})$. Equation (\ref{stefan}) becomes
\begin{equation}
\rho L\lambda\sqrt{\frac{\alpha}{t}}=-\frac{k\,\Delta T}{2\sqrt{\alpha t}}\,\theta'(\lambda).
\end{equation}
The factors of $\sqrt t$ cancel, as they must if $\lambda$ is to be constant. Solving for the slope,
\begin{equation}
\theta'(\lambda)=-\frac{2\lambda\rho L\alpha}{k\,\Delta T}=-\frac{2\lambda L}{c\,\Delta T}=-\frac{2\lambda}{\mathrm{Ste}},\qquad
\mathrm{Ste}=\frac{c\,\Delta T}{L},
\label{slope}
\end{equation}
where $\rho\alpha=k/c$ was used. The Stefan number Ste compares the heat that warms a unit mass of liquid by $\Delta T$ with the heat that melts it.

\subsection*{(c) The temperature profile and the equation for $\lambda$}

Solve the differential equation for $\theta$ and show that the front balance requires
\begin{equation}
\lambda\,e^{\lambda^2}\,\mathrm{erf}(\lambda)=\frac{\mathrm{Ste}}{\sqrt\pi},
\qquad \mathrm{erf}(z)=\frac{2}{\sqrt\pi}\int_0^z e^{-u^2}du .
\label{neumann}
\end{equation}

\textit{Solution.} Multiply (\ref{ode}) by $e^{\eta^2}$. Since the derivative of $e^{\eta^2}$ is $2\eta e^{\eta^2}$, the left side is a total derivative:
\begin{equation}
e^{\eta^2}\theta''+2\eta e^{\eta^2}\theta'=\frac{d}{d\eta}\left(e^{\eta^2}\theta'\right)=0 .
\end{equation}
Hence $\theta'=Ae^{-\eta^2}$ with a constant $A$. Integrating from the surface, where $\theta=1$, gives
\begin{equation}
\theta(\eta)=1+A\int_0^\eta e^{-u^2}du=1+\frac{\sqrt\pi}{2}A\,\mathrm{erf}(\eta).
\end{equation}
The condition $\theta(\lambda)=0$ fixes $A=-2/[\sqrt\pi\,\mathrm{erf}(\lambda)]$, so that
\begin{equation}
\theta(\eta)=1-\frac{\mathrm{erf}(\eta)}{\mathrm{erf}(\lambda)},\qquad
\theta'(\eta)=-\frac{2}{\sqrt\pi}\,\frac{e^{-\eta^2}}{\mathrm{erf}(\lambda)} .
\label{profile}
\end{equation}
The differential equation and the two temperatures are now satisfied for any $\lambda$. The front balance selects its value. Equating the slope at $\eta=\lambda$ with (\ref{slope}),
\begin{equation}
-\frac{2}{\sqrt\pi}\,\frac{e^{-\lambda^2}}{\mathrm{erf}(\lambda)}=-\frac{2\lambda}{\mathrm{Ste}} .
\end{equation}
Cancel $-2$ and multiply both sides by $\mathrm{Ste}\,e^{\lambda^2}\,\mathrm{erf}(\lambda)$. The result is (\ref{neumann}).

The condition can be tested without using the error function. One starts at the front with $\theta=0$ and the slope (\ref{slope}), integrates (\ref{ode}) numerically back to the surface, and adjusts $\lambda$ until $\theta(0)=1$. For Ste equal to 0.05, 1/6, 1 and 5, the values of $\lambda$ found in this way agree with the roots of (\ref{neumann}) to a relative difference below $10^{-11}$.

\subsection*{(d) Existence of one positive root}

Show that (\ref{neumann}) has one and only one positive root for each $\mathrm{Ste}>0$, and that the root grows with Ste.

\textit{Solution.} Call the left side $f(\lambda)$. The product rule, with $d\,\mathrm{erf}(\lambda)/d\lambda=(2/\sqrt\pi)e^{-\lambda^2}$, gives
\begin{align}
f'(\lambda)&=e^{\lambda^2}\mathrm{erf}(\lambda)+2\lambda^2e^{\lambda^2}\mathrm{erf}(\lambda)+\lambda e^{\lambda^2}\frac{2}{\sqrt\pi}e^{-\lambda^2}\nonumber\\
&=(1+2\lambda^2)\,e^{\lambda^2}\mathrm{erf}(\lambda)+\frac{2\lambda}{\sqrt\pi}.
\end{align}
Both terms are positive for $\lambda>0$, so $f$ rises steadily. It starts from $f(0)=0$, and it has no upper limit, because $f(\lambda)\ge\lambda\,\mathrm{erf}(1)$ for $\lambda\ge1$. A continuous function that rises from zero without bound takes each positive value once. As the right side of (\ref{neumann}) increases, the point where $f$ reaches it moves to larger $\lambda$. At fixed $\alpha$ and $t$, a hotter surface or a smaller latent heat therefore gives a deeper melt.

\subsection*{(e) Weak overheating, and what the melt itself costs}

Find $\lambda$ for small Ste to the first correction beyond the leading term. Explain the correction physically.

\textit{Solution.} For small $\lambda$ the series are $e^{\lambda^2}=1+\lambda^2+\dots$ and $\mathrm{erf}(\lambda)=(2/\sqrt\pi)(\lambda-\lambda^3/3+\dots)$. Their product with $\lambda$ is
\begin{equation}
f(\lambda)=\frac{2}{\sqrt\pi}\left(\lambda^2+\tfrac23\lambda^4+\dots\right).
\end{equation}
Setting this equal to $\mathrm{Ste}/\sqrt\pi$ gives $\lambda^2+\frac23\lambda^4+\dots=\mathrm{Ste}/2$. To leading order $\lambda^2=\mathrm{Ste}/2$. Using this value in the small term,
\begin{equation}
\lambda^2=\frac{\mathrm{Ste}}2-\frac23\,\frac{\mathrm{Ste}^2}{4}+\dots=\frac{\mathrm{Ste}}2\left(1-\frac{\mathrm{Ste}}3+\dots\right),
\end{equation}
and the square root, with $\sqrt{1-\epsilon}\approx1-\epsilon/2$, is
\begin{equation}
\lambda=\sqrt{\frac{\mathrm{Ste}}2}\left(1-\frac{\mathrm{Ste}}6+\dots\right).
\label{small}
\end{equation}
The omitted terms in the bracket are of order $\mathrm{Ste}^2$. In a test, doubling Ste from 0.01 to 0.02 multiplied the relative error of (\ref{small}) by 3.99, close to the expected factor of 4.

The leading term is what a straight temperature profile gives. With the gradient $-\Delta T/s$, the Stefan condition reads $\rho L\,s\,ds/dt=k\,\Delta T$, so that $s^2=2k\,\Delta T\,t/(\rho L)=2\,\mathrm{Ste}\,\alpha t$. Comparison with $s^2=4\lambda^2\alpha t$ gives $\lambda^2=\mathrm{Ste}/2$.

The correction comes from the heat that warms the melt. To see this, let $u=T-T_m$ and weight the stored heat by depth. The moving end of the integral contributes nothing, since $u(s,t)=0$. Using the heat equation and one integration by parts,
\begin{align}
\frac{d}{dt}\int_0^s\rho c\,x\,u\,dx&=\int_0^s k\,x\,\frac{\partial^2u}{\partial x^2}dx
=k\left[x\frac{\partial u}{\partial x}-u\right]_0^s\nonumber\\
&=k\,s\left.\frac{\partial u}{\partial x}\right|_{s}+k\,\Delta T
=-\rho L\,s\frac{ds}{dt}+k\,\Delta T ,
\end{align}
where the last step is the Stefan condition. Integrating from $t=0$,
\begin{equation}
\frac{\rho L\,s^2}{2}+\rho c\int_0^s x\,u\,dx=k\,\Delta T\,t .
\label{moment}
\end{equation}
Without the second term this is the straight-profile result. The term is positive, so the true depth is smaller than the straight-profile depth for every Ste. For small Ste the profile is nearly straight, $u\approx\Delta T(1-x/s)$, and the integral is $\Delta T(s^2/2-s^2/3)=\Delta T\,s^2/6$. Dividing (\ref{moment}) by $\rho L/2$ then gives $s^2(1+\mathrm{Ste}/3)=2\,\mathrm{Ste}\,\alpha t$. Its square root reproduces the factor $1-\mathrm{Ste}/6$ to this order.

\section{Energy, numbers and the limits of the model}

The first half treated a solid at its melting temperature $T_m$ whose surface is held at $T_s=T_m+\Delta T$. The liquid has conductivity $k$, density $\rho$, specific heat $c$ and diffusivity $\alpha=k/(\rho c)$; $L$ is the latent heat per unit mass and $\mathrm{Ste}=c\,\Delta T/L$. With $\eta=x/(2\sqrt{\alpha t})$, the results were
\begin{equation}
s=2\lambda\sqrt{\alpha t},\qquad
\frac{T-T_m}{\Delta T}=1-\frac{\mathrm{erf}(\eta)}{\mathrm{erf}(\lambda)},\qquad
\lambda e^{\lambda^2}\mathrm{erf}(\lambda)=\frac{\mathrm{Ste}}{\sqrt\pi}.
\label{recap}
\end{equation}
A straight temperature profile would give the larger depth $s_{\rm lin}=\sqrt{2k\,\Delta T\,t/(\rho L)}$.

The melt depth grows as the square root of time, and its coefficient $\lambda$ is the single positive root of a condition that contains only the Stefan number. What remains is to find the energy that must be supplied, to work through an example with rough values for silicon, and to estimate what the idealized model leaves out.
